# Friedel's Parabola: Band Cohesion from a Rectangular d Band

**Q.** You want to get the cohesion of a transition metal from a d band with no structure at all, a flat block of states. I doubt that it can bind anything. The block is centred on the atomic level, so as many states go up as go down. Where does the binding come from?

**A.** From the filling. When atoms are brought together, electrons can hop between them, and the atomic d level $\varepsilon_d$ spreads into a band. The states are spread evenly about $\varepsilon_d$, but the electrons are not: at zero temperature they take the lowest states. A partly filled band therefore has an average electron energy below $\varepsilon_d$.

To turn this into a number I need a model. Each atom supplies five d orbitals with two spin directions, hence 10 states. The density of states per atom, $D(\varepsilon)$, is a constant $D$ over a width $W$ and zero outside it. Counting the states gives

$$\int_{\varepsilon_d-W/2}^{\varepsilon_d+W/2}D\,d\varepsilon=DW=10,\qquad D=\frac{10}{W}.$$

I also assume that the atom has the same number $N$ of d electrons in the solid as when free, that the band centre stays at the free-atom level, and that neither atom nor solid is spin polarized.

**Q.** Cohesive energy is a difference between two total energies. You have one-electron levels. What exactly are you calculating?

**A.** The part of the difference that comes from the spreading of the d level. Separate atoms have d energy $N\varepsilon_d$ each. In the solid the occupied levels add up to $\int^{E_F}\varepsilon D(\varepsilon)\,d\varepsilon$, where $E_F$ is the Fermi level. I count binding as positive, so I subtract the solid from the atoms:

$$E_{\rm coh}=N\varepsilon_d-\int^{E_F}\varepsilon D(\varepsilon)\,d\varepsilon .$$

Since $N=\int^{E_F}D(\varepsilon)\,d\varepsilon$, the first term can be moved under the integral:

$$E_{\rm coh}=-\int^{E_F}(\varepsilon-\varepsilon_d)\,D(\varepsilon)\,d\varepsilon .$$

A state below $\varepsilon_d$ contributes positively and a state above it negatively. Left out are the s and p electrons, the repulsion between atoms at short range, and changes in the electron–electron interaction. The symbol $E_{\rm coh}$ here means the d-band term, not a complete prediction of a measured cohesive energy.

**Q.** Then do the integral, and show me where the factors come from.

**A.** First the Fermi level. The occupied part of the block runs from $\varepsilon_d-W/2$ to $E_F$, so

$$N=\frac{10}{W}\left(E_F-\varepsilon_d+\frac W2\right).$$

Multiplying by $W/10$ and subtracting $W/2$ gives

$$E_F-\varepsilon_d=W\left(\frac N{10}-\frac12\right).$$

Now put $x=\varepsilon-\varepsilon_d$ and $x_F=E_F-\varepsilon_d$:

$$E_{\rm coh}=-\frac{10}{W}\int_{-W/2}^{x_F}x\,dx
=-\frac{10}{W}\cdot\frac12\left(x_F^2-\frac{W^2}{4}\right)
=\frac5W\left(\frac{W^2}{4}-x_F^2\right).$$

Inserting $x_F$,

$$\frac{W^2}{4}-x_F^2
=W^2\left[\frac14-\left(\frac{N^2}{100}-\frac N{10}+\frac14\right)\right]
=W^2\,\frac{10N-N^2}{100},$$

and multiplication by $5/W$ yields

$$\boxed{E_{\rm coh}(N)=\frac{W}{20}\,N(10-N)}$$

This is Friedel's parabola.

**Q.** I would like to see it without the squares, in case a factor of two slipped.

**A.** In a flat band the mean energy of the occupied states is the midpoint between the band bottom and the Fermi level:

$$\bar\varepsilon=\frac12\left[\left(\varepsilon_d-\frac W2\right)+\left(\varepsilon_d-\frac W2+\frac{WN}{10}\right)\right]
=\varepsilon_d-\frac{W}{20}(10-N).$$

Each electron is thus bound by $W(10-N)/20$ on average, and there are $N$ of them. The product is the parabola again. It also shows the competition: more electrons means more participants, but each further electron lowers the average binding, because the deepest states are already taken.

**Q.** So the maximum is where those two factors balance. That is algebra. What happens physically at that point?

**A.** Ask what one more small portion of charge does. It enters at the Fermi level. Let the density of states have any shape, with $\varepsilon_d$ its mean energy. Raising $E_F$ by $dE_F$ changes the two quantities by

$$dE_{\rm coh}=-(E_F-\varepsilon_d)D(E_F)\,dE_F,\qquad dN=D(E_F)\,dE_F .$$

Where $D(E_F)$ is not zero, the ratio is

$$\frac{dE_{\rm coh}}{dN}=\varepsilon_d-E_F .$$

In the free atom the added charge would sit at $\varepsilon_d$; in the solid it sits at $E_F$. While $E_F$ is below the centre, the charge enters bonding states and strengthens the binding. Once $E_F$ is above the centre, it enters antibonding states and weakens it. The maximum occurs when the Fermi level crosses the centre of the band.

For the rectangle, $E_F=\varepsilon_d$ means $N/10=1/2$, so $N=5$. The height there is

$$E_{\rm coh}(5)=\frac W{20}\cdot5\cdot5=\frac{5W}{4}.$$

**Q.** And a full band, with ten electrons holding on, binds nothing?

**A.** Nothing within this term. At $N=10$ every state is occupied, and the average of all states is $\varepsilon_d$, the energy the electrons had before. The antibonding half cancels the bonding half. At $N=0$ there are no electrons to bind.

Between these ends the term is positive for any band shape of nonzero width. Differentiating once more, and using $dE_F/dN=1/D(E_F)$,

$$\frac{d^2E_{\rm coh}}{dN^2}=-\frac{dE_F}{dN}=-\frac1{D(E_F)}<0 .$$

If the band has a gap, $E_F$ jumps upward across it and the slope $\varepsilon_d-E_F$ drops, which also bends the curve downward. The curve vanishes at both ends, so it lies above zero between them. The same equation explains the parabola: constant curvature requires constant $D$. For the rectangle the curvature is $-W/10$, as differentiating the boxed formula twice confirms.

**Q.** Put numbers in, for a case away from the maximum.

**A.** Take round model parameters, not those of a particular metal: $W=6$ eV, $\varepsilon_d=-3$ eV and $N=8$. The band extends from $-6$ to $0$ eV, with $D=10/6=1.667$ states per eV and atom. The Fermi level is

$$E_F=-3+6\,(0.8-0.5)=-1.2\ \text{eV}.$$

The band energy per atom is

$$\frac{10}{6}\cdot\frac12\left[(-1.2)^2-(-6)^2\right]=\frac56\,(1.44-36)=-28.8\ \text{eV}.$$

The separate atom has $8\times(-3)=-24.0$ eV. The difference is

$$E_{\rm coh}(8)=-24.0-(-28.8)=4.8\ \text{eV per atom},$$

or 463 kJ/mol. At $N=5$ the same width gives 7.5 eV per atom, or 724 kJ/mol.

The steps near the top show the change of sign. Going from four to five electrons raises the binding from 7.2 to 7.5 eV; going from five to six returns it to 7.2 eV. The fifth electron enters just below the centre and the sixth just above it.

**Q.** You have proved that the maximum lies where $E_F$ meets the band centre. You have not proved that this is half filling for a real band.

**A.** Correct, and in general it is not. The centre is the mean energy of the states, while half filling marks their median. The two coincide in every symmetric band but can differ in a lopsided one.

Here is a lopsided example. Measure energy $y$ from the band bottom and let $D=cy$ for $0<y<W$. The total of 10 states requires $cW^2/2=10$, so $c=20/W^2$. The mean energy is

$$\bar y=\frac1{10}\int_0^W y\,\frac{20y}{W^2}\,dy=\frac{2}{W^2}\cdot\frac{W^3}{3}=\frac{2W}{3}.$$

Filling up to $y_F$ takes

$$N=\int_0^{y_F}\frac{20y}{W^2}\,dy=10\,\frac{y_F^2}{W^2}$$

electrons. Setting $y_F=2W/3$ gives $N=40/9\approx4.44$. A direct numerical maximization of the energy finds the same filling. Most of the states are crowded at the top, so fewer than half lie below the mean.

**Q.** Your width $W$ is still a number from nowhere. What sets it?

**A.** Hopping between neighbours. A convenient measure of spread is the variance of the levels. For the rectangle it is

$$\frac1W\int_{-W/2}^{W/2}x^2\,dx=\frac1W\cdot\frac23\left(\frac W2\right)^3=\frac{W^2}{12}.$$

In a crystal, let $H$ be the one-electron Hamiltonian with energies measured from $\varepsilon_d$. The mean square level is the average diagonal element of $H^2$, because a trace is the same in the basis of levels and in the basis of atomic orbitals. For an orbital $i$,

$$(H^2)_{ii}=\sum_jH_{ij}H_{ji}=\sum_j|H_{ij}|^2 ,$$

a sum over hops to a neighbour and back.

For one bond, choose the five d orbitals with the bond as their axis. In the two-centre approximation the hopping is then diagonal: one orbital pair has strength $V_\sigma$, two have $V_\pi$ and two have $V_\delta$. The sum of squares is $V_\sigma^2+2V_\pi^2+2V_\delta^2$, and rotating the orbitals does not change it. With $z$ equivalent neighbours, averaging over five orbitals and equating the variances gives

$$\frac{W^2}{12}=\frac z5\left(V_\sigma^2+2V_\pi^2+2V_\delta^2\right).$$

This defines the rectangle with the same variance as the crystal band. Its width need not equal the distance from the lowest to the highest crystal level.

**Q.** Matching one moment does not make a crystal band rectangular. How badly does the parabola fail?

**A.** I compared it with nearest-neighbour d bands of the bcc and fcc lattices, diagonalized on a finite grid of wave vectors. The hoppings have the ratio $V_\sigma:V_\pi:V_\delta=-6:4:-1$ and are scaled so that both bands match the rectangle with $W=6$ eV. For bcc, with $z=8$, this gives $V_\sigma=-0.982$, $V_\pi=0.655$ and $V_\delta=-0.164$ eV. The variance is then

$$\frac85\left(0.964+0.857+0.054\right)=3.00\ \text{eV}^2=\frac{6^2}{12}\ \text{eV}^2 .$$

At the integer fillings, the largest departure from the parabola is about 5% of the parabola's peak for both of these nearest-neighbour models. Relative to the local value the error can be larger: at $N=8$ the crystals give 4.47 and 4.41 eV against 4.80 eV, lower by about 7% and 8%. The sampled levels span 5.96 eV for bcc and 6.90 eV for fcc. The grid misses the wave vectors at which the extreme levels lie, so these numbers are lower limits to the full spans. The fcc value already shows that the equivalent width is not the span.

**Q.** Is it luck that the heights agree so well?

**A.** The variance limits the height from above. With energies measured from the centre, the maximum binding is ten times the sum over negative levels, each weighted by its share $p_i$ of all states:

$$E_{\rm max}=-10\sum_{x_i<0}p_ix_i=5\sum_ip_i|x_i| .$$

The second equality holds because the mean is zero, so negative and positive levels contribute equally to the mean of $|x|$. A mean absolute value cannot exceed the root mean square, here $\sqrt3=1.73$ eV. Hence no band shape with this variance can exceed $5\times1.73=8.66$ eV. The rectangle reaches 7.5 eV and the bcc band 7.9 eV. The variance alone sets no comparable lower limit, so the closeness from below is a result for these bands, not a theorem.

**Q.** Where do the two crystal curves have their maxima?

**A.** The bcc maximum is at $N=5$, and there is a reason. Its nearest-neighbour network consists of two sublattices, corners and cube centres, and each hop leads from one to the other. Reverse the sign of a state's amplitudes on one sublattice. Every hopping term then changes sign, and a state of energy $x$ becomes a state of energy $-x$. The levels come in pairs about the centre, so mean and median agree. Hopping to second neighbours connects sites of the same sublattice and removes this protection. In bcc this is not a small effect, because the second neighbours are only 15% farther away than the first. If the hoppings fall off as the inverse fifth power of distance and the variance is kept the same, the bcc maximum moves to about $N=4.4$ and the largest departure from the parabola grows to about 9% of its peak. The value $N=5$ belongs to the nearest-neighbour model, not to bcc metals.

In fcc, three atoms can all be neighbours of one another. A path of three hops can return to its starting atom, so the mean of $x^3$ need not vanish. The calculated skewness, that mean divided by the cube of the standard deviation, is $-0.24$. The band is asymmetric, and its maximum lies near $N=4.72$; the coarse grid of the numerical output gives 4.74, and finer grids lower this by about 0.02. Skewness alone does not fix the median; the shift is read from the calculated levels.

**Q.** Across a transition series $W$ itself changes. Does your maximum survive that?

**A.** Its position does not, in general. Let $W$ depend smoothly on $N$. Then

$$\frac{dE_{\rm coh}}{dN}=\frac1{20}\left[\frac{dW}{dN}\,N(10-N)+W(10-2N)\right].$$

If $W$ falls steadily with $N$, the first term is negative for $5\le N<10$ and the second is zero or negative. The curve is already falling at $N=5$, so the maximum lies earlier. Half filling is the result at fixed width.

**Q.** You also forbade the free atom to align its spins. A half-filled shell is where it gains most by doing so.

**A.** Yes, and this omission matters most at $N=5$, where the free atom can have the most unpaired d electrons. A simple estimate shows its effect. Suppose an atom with $m$ unpaired d electrons lowers its energy by $Im^2/4$, with $I>0$, while the solid stays nonmagnetic. For $N\le5$ all spins can be parallel, so $m=N$. The reference atom is now lower, and the binding becomes

$$E(N)=\frac W{20}N(10-N)-\frac I4N^2=\frac W2N-\frac{W+5I}{20}N^2 .$$

Setting the derivative to zero,

$$\frac W2-\frac{W+5I}{10}N=0,\qquad N=\frac{5W}{W+5I}<5 .$$

For $N\ge5$, $m=10-N$, and the curve is the mirror image. The single peak has become two, with a dip at half filling. There the binding is $5W/4-25I/4$. The bonding argument is unchanged; what changed is the energy of the atom used for comparison. Spin alignment thus removes the fraction $5I/W$ of the band term at half filling. The plain parabola would need $5I\ll W$. Take the singly charged ions of chromium, molybdenum and tungsten, each held in the configuration with five d electrons (for tungsten this is not the lowest configuration). The local-density energy difference between the unpolarized and the fully polarized ion gives $I$ of about 0.75, 0.59 and 0.58 eV. For widths between 6 and 10 eV the fraction is then roughly 0.3 to 0.6, so near half filling the correction is not small.

**Q.** One last objection. Squeezing the crystal strengthens the hopping, so $W$ grows and your energy improves without end. Why does the metal not collapse?

**A.** Because of the repulsion I left out. Model it at neighbour distance $r$ by an energy $R=Ae^{-pr}$, and let the band term be $B=Ce^{-qr}$, with positive constants. The net binding $B-R$ is stationary when

$$-qB+pR=0,\qquad R=\frac qpB .$$

The net binding there is

$$B-R=\left(1-\frac qp\right)B .$$

The second derivative of $B-R$ at this point is $q^2B-p^2R=q(q-p)B$, so it is a maximum of binding if $p>q$: the repulsion must rise more steeply than the band term. In this model repulsion removes the fraction $q/p$ of the band term at the equilibrium distance. If that fraction and the equilibrium $W$ are the same for all $N$, the parabola is reduced in height but keeps its maximum at half filling. If they vary with $N$, the maximum can move. The 7.5 eV found above is thus the band term at a given width, before repulsion and atomic spin alignment are subtracted. The values for all integer fillings are in the numerical output.

## Computed values

```
Band width W = 6.00 eV
Atomic level and band centre = -3.00 eV
Rectangular DOS = 1.6667 states/(eV atom)
Band bottom, top = -6.00, 0.00 eV
Example filling N = 8 electrons/atom
Fermi level = -1.200 eV
Mean occupied energy = -3.600 eV
Atomic reference energy = -24.000 eV/atom
Band energy = -28.800 eV/atom
E_coh at N=8: 4.800 eV/atom = 463.1 kJ/mol
E_coh at N=5: 7.500 eV/atom = 723.6 kJ/mol
Rectangle: filling at maximum = 5.000 electrons/atom
Rising DOS: filling at maximum = 4.444 electrons/atom
Standard deviation of rectangle = 1.7321 eV
N | E_F-centre (eV) | E_coh rectangle, bcc, fcc (eV/atom)
 0 | -3.000 | -0.000 -0.000 -0.000
 1 | -2.400 |  2.700  2.436  2.885
 2 | -1.800 |  4.800  4.466  4.989
 3 | -1.200 |  6.300  6.180  6.547
 4 | -0.600 |  7.200  7.475  7.412
 5 |  0.000 |  7.500  7.905  7.549
 6 |  0.600 |  7.200  7.475  7.039
 7 |  1.200 |  6.300  6.180  5.958
 8 |  1.800 |  4.800  4.466  4.409
 9 |  2.400 |  2.700  2.436  2.391
10 |  3.000 |  0.000  0.000  0.000
bcc: neighbours = 8 (count)
bcc: V_sigma, V_pi, V_delta = -0.9820, 0.6547, -0.1637 eV
bcc: full band span = 5.956 eV
bcc: skewness = 0.000 (dimensionless)
bcc: filling at maximum = 5.000 electrons/atom
bcc: largest table deviation from parabola = 5.4 % of its peak
fcc: neighbours = 12 (count)
fcc: V_sigma, V_pi, V_delta = -0.8018, 0.5345, -0.1336 eV
fcc: full band span = 6.899 eV
fcc: skewness = -0.240 (dimensionless)
fcc: filling at maximum = 4.743 electrons/atom
fcc: largest table deviation from parabola = 5.2 % of its peak
```
